**Recoil kinematics with an inelastic loss**

A projectile of mass M₁ and energy E₀ strikes a free target of mass M₂ at rest and loses a fixed energy Q to internal excitation. With Ec = M₂E₀/(M₁+M₂) and 0 < Q < Ec, the laboratory recoil angle cannot exceed arcsin √(1 − Q/Ec), and each smaller angle has two recoil energies. The program asserts the number and values of these energies by finding roots of the laboratory conservation laws for three mass pairs and three loss ratios. It also integrates two-body trajectories that lose Q, and asserts their speed ratio, energies, branches and largest angle. In the trajectory case with Q/Ec = 0.30, the largest angle found is 56.7891°, in agreement with the formula to the digits printed. For phosphorus at 50,000 eV on silicon with Q = 300 eV, the limit is 83.5° and the energies at 82° are 610 eV and 41 eV. The output also sizes thermal motion, lattice binding, electron recoil, relativity and the distance of closest approach for this example.

## Numerical verification

```python
"""
Recoil kinematics of a binary collision with inelastic loss Q.
Result under test: a target of mass M2, at rest, struck by a projectile of
mass M1 and energy E0, recoils at laboratory angles phi <= arcsin(f), with
  f = sqrt(1 - Q/Ec),  Ec = M2*E0/(M1+M2),  0 < Q < Ec,
and at each smaller angle it has the two energies
  T = M1/(M1+M2) * Ec * (cos(phi) +/- sqrt(f^2 - sin(phi)^2))^2.
theta is the deflection of the projectile in the centre-of-mass frame.
Energies of the example are in eV, lengths in angstrom, masses in u.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar


def speed_ratio(m1, m2, e0, q):
    return np.sqrt(1 - q * (m1 + m2) / (m2 * e0))


def recoil_energies(m1, m2, e0, q, phi):
    """Fast and slow recoil energy from the derived formula."""
    f = speed_ratio(m1, m2, e0, q)
    root = np.sqrt(max(f**2 - np.sin(phi)**2, 0.0))
    scale = m1 * m2 * e0 / (m1 + m2)**2
    return (scale * (np.cos(phi) + root)**2,
            scale * (np.cos(phi) - root)**2)


def conservation_roots(m1, m2, e0, q, phi):
    """Recoil energies from laboratory momentum and energy balance only."""
    p0 = np.sqrt(2 * m1 * e0)

    def imbalance(p):
        px, py = p0 - p * np.cos(phi), -p * np.sin(phi)
        return (px**2 + py**2) / (2 * m1) + p**2 / (2 * m2) + q - e0

    grid = np.linspace(1e-7 * p0, 3 * p0, 30011)
    sign = np.sign(imbalance(grid))
    places = np.nonzero(sign[1:] * sign[:-1] < 0)[0]
    return [brentq(imbalance, grid[i], grid[i + 1], xtol=1e-14 * p0,
                   rtol=1e-14)**2 / (2 * m2) for i in places]


# ---- Test: number and position of the roots of the conservation laws ----
worst_root = 0.0
for m1, m2 in ((1.0, 4.0), (1.0, 1.0), (5.0, 1.0)):
    e0 = 10.0
    ec = m2 * e0 / (m1 + m2)
    for share in (0.05, 0.4, 0.9):
        q = share * ec
        cap = np.arcsin(np.sqrt(1 - share))
        for phi in (0.0, 0.3 * cap, 0.8 * cap, cap - 0.01):
            found = conservation_roots(m1, m2, e0, q, phi)
            assert len(found) == 2
            fast, slow = recoil_energies(m1, m2, e0, q, phi)
            error = max(abs(found[1] / fast - 1), abs(found[0] / slow - 1))
            worst_root = max(worst_root, error)
            mean = np.sqrt(found[0] * found[1])
            assert abs(mean / (m1 * q / (m1 + m2)) - 1) < 1e-8
        for phi in (cap + 0.01, np.pi / 2, 2.5):
            assert len(conservation_roots(m1, m2, e0, q, phi)) == 0
    # energy gain instead of loss: one recoil energy at every angle
    for phi in (0.0, 1.0, 2.0, 3.0):
        assert len(conservation_roots(m1, m2, e0, -0.3 * ec, phi)) == 1
assert worst_root < 1e-8

# ---- Test: laboratory trajectories that lose Q (reduced units) ----
MA, MB, EC_T, Q_T, RANGE = 1.1, 1.0, 1.0, 0.3, 2.0
E0_T = EC_T * (MA + MB) / MB
V0_T = np.sqrt(2 * E0_T / MA)
F_T = speed_ratio(MA, MB, E0_T, Q_T)


def trajectory(b):
    """Return recoil angle, recoil energy, theta, final/initial rel. speed."""
    def motion(t, y, r_switch):
        dx, dy = y[0] - y[2], y[1] - y[3]
        r = np.hypot(dx, dy)
        force = 3 * np.exp(-r) * (1 / r + 1 / r**2)
        if r_switch is not None:   # outgoing potential rises by Q in total
            force -= Q_T / RANGE * np.exp(-(r - r_switch) / RANGE)
        fx, fy = force * dx / r, force * dy / r
        return [y[4], y[5], y[6], y[7], fx / MA, fy / MA, -fx / MB, -fy / MB]

    def closest(t, y, r_switch):
        return (y[0] - y[2]) * (y[4] - y[6]) + (y[1] - y[3]) * (y[5] - y[7])
    closest.terminal = True
    closest.direction = 1
    options = dict(method="DOP853", rtol=1e-10, atol=1e-11)
    start = [-30.0, b, 0.0, 0.0, V0_T, 0.0, 0.0, 0.0]
    inward = solve_ivp(motion, (0, 100), start, args=(None,),
                       events=closest, **options)
    assert inward.status == 1
    y = inward.y[:, -1]
    r_min = np.hypot(y[0] - y[2], y[1] - y[3])
    y = solve_ivp(motion, (0, 80), y, args=(r_min,), **options).y[:, -1]
    assert np.hypot(y[0] - y[2], y[1] - y[3]) > 50
    wx, wy = y[4] - y[6], y[5] - y[7]
    return (abs(np.arctan2(y[7], y[6])), MB * (y[6]**2 + y[7]**2) / 2,
            abs(np.arctan2(wy, wx)), np.hypot(wx, wy) / V0_T)


impact = np.linspace(0.05, 3.0, 30)
runs = [trajectory(b) for b in impact]
branch_count = [0, 0]
worst_run = 0.0
for phi, energy, theta, ratio in runs:
    assert abs(ratio - F_T) < 1e-6
    assert phi < np.arcsin(F_T) + 1e-6
    branch = 0 if np.cos(theta) < F_T else 1
    branch_count[branch] += 1
    predicted = recoil_energies(MA, MB, E0_T, Q_T, phi)[branch]
    worst_run = max(worst_run, abs(energy - predicted))
    by_theta = MA / (MA + MB) * EC_T * (1 - 2 * F_T * np.cos(theta) + F_T**2)
    assert abs(energy - by_theta) < 1e-6
    tangent = F_T * np.sin(theta) / (1 - F_T * np.cos(theta))
    assert abs(np.tan(phi) - tangent) < 1e-5
assert min(branch_count) > 0
# near the largest angle the square root magnifies the integration error
assert worst_run < 1e-4
top = int(np.argmax([run[0] for run in runs]))
low_b = impact[max(top - 1, 0)]
high_b = impact[min(top + 1, len(impact) - 1)]
best = minimize_scalar(lambda b: -trajectory(b)[0], bounds=(low_b, high_b),
                       method="bounded", options={"xatol": 1e-5})
traj_cap = -best.fun
assert abs(traj_cap - np.arcsin(F_T)) < 1e-5

# ---- Worked example: phosphorus into silicon ----
Z1, Z2, M1, M2 = 15, 14, 30.974, 27.977
E0, Q, PHI_DEG = 50000.0, 300.0, 82.0
M = M1 + M2
EC = M2 * E0 / M
F = speed_ratio(M1, M2, E0, Q)
CAP = np.arcsin(F)
PHI = np.radians(PHI_DEG)
FAST, SLOW = recoil_energies(M1, M2, E0, Q, PHI)
SCALE = M1 * EC / M
check = conservation_roots(M1, M2, E0, Q, PHI)
assert len(check) == 2
assert abs(check[0] / SLOW - 1) < 1e-7 and abs(check[1] / FAST - 1) < 1e-7


def cm_angle(energy, phi):
    w = np.sqrt(energy / SCALE)
    return np.arctan2(w * np.sin(phi), 1 - w * np.cos(phi))


TH_FAST, TH_SLOW, TH_CAP = cm_angle(FAST, PHI), cm_angle(SLOW, PHI), np.arccos(F)
assert TH_SLOW < TH_CAP < TH_FAST

# ---- Closest approach on an elastic orbit in a screened potential ----
COULOMB = Z1 * Z2 * const.e / (4 * np.pi * const.epsilon_0) * 1e10
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
SCREEN = 0.8854 * BOHR / (Z1**0.23 + Z2**0.23)


def screened(r):
    x = r / SCREEN
    return COULOMB / r * (0.1818 * np.exp(-3.2 * x) + 0.5099 * np.exp(-0.9423 * x)
                          + 0.2802 * np.exp(-0.4029 * x)
                          + 0.02817 * np.exp(-0.2016 * x))


def deflection(r0, potential, nodes=200):
    """theta for closest approach r0, with r = r0/(1-s^2)."""
    x, weight = np.polynomial.legendre.leggauss(nodes)
    s, weight = (x + 1) / 2, weight / 2
    u = 1 - s**2
    b_over_r0 = np.sqrt(1 - potential(r0) / EC)
    radicand = 1 - potential(r0 / u) / EC - (b_over_r0 * u)**2
    return np.pi - 2 * b_over_r0 * np.sum(weight * 2 * s / np.sqrt(radicand))


# the quadrature must reproduce the closed Coulomb result
r_try = 0.5
b_try = r_try * np.sqrt(1 - COULOMB / r_try / EC)
coulomb_angle = 2 * np.arctan(COULOMB / (2 * EC * b_try))
assert abs(deflection(r_try, lambda r: COULOMB / r) - coulomb_angle) < 1e-6
R_HEAD = brentq(lambda r: screened(r) - EC, 1e-3, 3.0)


def approach(theta, nodes=200):
    return brentq(lambda r: deflection(r, screened, nodes) - theta,
                  1.0001 * R_HEAD, 3.0)


R_FAST, R_SLOW, R_CAP = approach(TH_FAST), approach(TH_SLOW), approach(TH_CAP)
R_SHIFT = abs(approach(TH_SLOW, 100) - R_SLOW)
assert R_SHIFT < 1e-5
R_NEAR, R_FAR = approach(TH_SLOW + Q / EC), approach(TH_SLOW - Q / EC)
# mean radius of a hydrogen-like 2p orbital with Slater screening 4.15
L_P, L_SI = 5 * BOHR / (Z1 - 4.15), 5 * BOHR / (Z2 - 4.15)

# ---- Thermal and zero-point motion of the target ----
TEMP, DEBYE = 300.0, 640.0
mode = quad(lambda x: x**3 * (1 / np.expm1(x) + 0.5), 0, DEBYE / TEMP)[0]
T_EFF = 3 * TEMP * (TEMP / DEBYE)**3 * mode
SIGMA = np.sqrt(const.k / const.e * T_EFF / M2)
rng = np.random.default_rng(7)
kicks = rng.normal(0, SIGMA, (40000, 3))


def thermal_spread(theta):
    """Spread of recoil angle (deg) and energy (eV) at fixed theta and Q."""
    v = np.array([np.sqrt(2 * E0 / M1), 0, 0])
    relative = v - kicks
    ec = M1 * M2 / M * np.sum(relative**2, axis=1) / 2
    c, s = np.cos(theta), np.sin(theta)
    turn = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])
    after = np.sqrt(1 - Q / ec)[:, None] * (relative @ turn.T)
    recoil = (M1 * v + M2 * kicks) / M - M1 / M * after
    speed = np.linalg.norm(recoil, axis=1)
    angle = np.degrees(np.arccos(recoil[:, 0] / speed))
    return angle.std(), (M2 * speed**2 / 2).std()


ANG_SLOW, EN_SLOW = thermal_spread(TH_SLOW)
ANG_FAST, EN_FAST = thermal_spread(TH_FAST)
ANG_CAP, EN_CAP = thermal_spread(TH_CAP)
# for small deflection the target keeps its own thermal velocity
estimate = np.degrees(SIGMA / np.sqrt(2 * SLOW / M2))
assert abs(ANG_SLOW / estimate - 1) < 0.05

# ---- Other neglected effects ----
ELECTRON_ENERGY, THRESHOLD = 100.0, 15.0
electron_mass = const.m_e / const.atomic_mass
electron_kick = np.degrees(np.sqrt(electron_mass * ELECTRON_ENERGY / (M2 * SLOW)))
rest_energy = M1 * const.atomic_mass * const.c**2 / const.e
ELASTIC = recoil_energies(M1, M2, E0, 0.0, PHI)[0]

deg = np.degrees
print(f"Masses of P and Si: {M1:.3f}, {M2:.3f} u")
print(f"Projectile energy E0: {E0:.0f} eV; loss Q (rough): {Q:.0f} eV")
print(f"Energy of relative motion Ec: {EC:.1f} eV")
print(f"Q/Ec: {Q / EC:.6f}; speed ratio f: {F:.6f}")
print(f"Largest recoil angle: {deg(CAP):.3f} deg = {CAP:.5f} rad")
print(f"Energy scale M1*Ec/M: {SCALE:.1f} eV")
print(f"Single energy at largest angle, M1*Q/M: {M1 * Q / M:.2f} eV")
for angle in (0.0, 45.0, 70.0, PHI_DEG):
    hi, lo = recoil_energies(M1, M2, E0, Q, np.radians(angle))
    print(f"Recoil at {angle:.0f} deg: fast {hi:.2f} eV, slow {lo:.3f} eV")
print(f"Roots of lab balance at {PHI_DEG:.0f} deg: {check[1]:.2f}, {check[0]:.3f} eV")
print(f"Geometric mean of these roots: {np.sqrt(check[0] * check[1]):.2f} eV")
print(f"Elastic recoil energy at {PHI_DEG:.0f} deg: {ELASTIC:.2f} eV")
print(f"theta for fast, largest angle, slow: {deg(TH_FAST):.3f}, "
      f"{deg(TH_CAP):.3f}, {deg(TH_SLOW):.3f} deg")
print(f"Closest approach fast, largest angle, slow: {R_FAST:.3f}, "
      f"{R_CAP:.3f}, {R_SLOW:.3f} angstrom")
print(f"Shift of slow value, 100 to 200 nodes: {R_SHIFT:.1e} angstrom")
print(f"Slow value for theta +/- Q/Ec: {R_NEAR:.3f}, {R_FAR:.3f} angstrom")
print(f"Slater L-shell radii P, Si, sum: {L_P:.3f}, {L_SI:.3f}, "
      f"{L_P + L_SI:.3f} angstrom")
print(f"Temperature, rough Debye value, effective: {TEMP:.0f}, {DEBYE:.0f}, "
      f"{T_EFF:.0f} K")
print(f"Thermal angle spread fast, largest angle, slow: {ANG_FAST:.2f}, "
      f"{ANG_CAP:.2f}, {ANG_SLOW:.2f} deg")
print(f"Thermal energy spread fast, largest angle, slow: {EN_FAST:.2f}, "
      f"{EN_CAP:.2f}, {EN_SLOW:.2f} eV")
print(f"Margin of {PHI_DEG:.0f} deg below largest angle: {deg(CAP) - PHI_DEG:.2f} deg")
for other in (200.0, 400.0):
    other_cap = np.arcsin(speed_ratio(M1, M2, E0, other))
    print(f"Largest angle if Q = {other:.0f} eV: {deg(other_cap):.3f} deg")
print(f"Kick on slow recoil by {ELECTRON_ENERGY:.0f} eV electron, at most: "
      f"{electron_kick:.2f} deg")
print(f"Rough displacement threshold: {THRESHOLD:.0f} eV; "
      f"ratio to slow recoil: {THRESHOLD / SLOW:.2f}")
print(f"Relativistic measure E0/(M1 c^2): {E0 / rest_energy:.1e}")
print(f"Worst relative error of roots in tests: {worst_root:.1e}")
print(f"Trajectory test Q/Ec: {Q_T / EC_T:.2f}; runs fast, slow: "
      f"{branch_count[0]}, {branch_count[1]}")
print(f"Trajectory largest angle: {deg(traj_cap):.4f} deg; "
      f"formula: {deg(np.arcsin(F_T)):.4f} deg")
print("all good")
```

Output:

```
Masses of P and Si: 30.974, 27.977 u
Projectile energy E0: 50000 eV; loss Q (rough): 300 eV
Energy of relative motion Ec: 23729.0 eV
Q/Ec: 0.012643; speed ratio f: 0.993659
Largest recoil angle: 83.544 deg = 1.45812 rad
Energy scale M1*Ec/M: 12467.7 eV
Single energy at largest angle, M1*Q/M: 157.63 eV
Recoil at 0 deg: fast 49555.02 eV, slow 0.501 eV
Recoil at 45 deg: fast 24619.12 eV, slow 1.009 eV
Recoil at 70 deg: fast 5514.01 eV, slow 4.506 eV
Recoil at 82 deg: fast 609.97 eV, slow 40.733 eV
Roots of lab balance at 82 deg: 609.97, 40.733 eV
Geometric mean of these roots: 157.63 eV
Elastic recoil energy at 82 deg: 965.95 eV
theta for fast, largest angle, slow: 12.734, 6.456, 3.266 deg
Closest approach fast, largest angle, slow: 0.236, 0.327, 0.439 angstrom
Shift of slow value, 100 to 200 nodes: 2.9e-12 angstrom
Slow value for theta +/- Q/Ec: 0.404, 0.485 angstrom
Slater L-shell radii P, Si, sum: 0.244, 0.269, 0.512 angstrom
Temperature, rough Debye value, effective: 300, 640, 365 K
Thermal angle spread fast, largest angle, slow: 0.29, 0.57, 1.12 deg
Thermal energy spread fast, largest angle, slow: 6.11, 3.12, 1.59 eV
Margin of 82 deg below largest angle: 1.54 deg
Largest angle if Q = 200 eV: 84.732 deg
Largest angle if Q = 400 eV: 82.540 deg
Kick on slow recoil by 100 eV electron, at most: 0.40 deg
Rough displacement threshold: 15 eV; ratio to slow recoil: 0.37
Relativistic measure E0/(M1 c^2): 1.7e-06
Worst relative error of roots in tests: 6.0e-13
Trajectory test Q/Ec: 0.30; runs fast, slow: 13, 17
Trajectory largest angle: 56.7891 deg; formula: 56.7891 deg
all good
```
